# Nonnegative Oxide Depth Profiles from Photoemission, with an Account of Unseen Features

Fit a layered oxide profile to angle-resolved photoemission by plain least squares and the result can oscillate, turn negative, or acquire a buried layer that the next noise draw removes. Smoothing cures the oscillation but can erase a real layer just as silently. An implementation therefore needs a smoothing strength fixed by the known noise, and a statement of which features the data cannot decide.

## Forward model and noise

Let $c(z)\ge0$ be the density of oxidised metal at depth $z$, relative to thick oxide. Electrons travel straight to the surface with one attenuation length $\lambda$ everywhere, and leave at angle $\theta_j$ from the normal, with $\mu_j=\cos\theta_j$. A slab at depth $z$ contributes in proportion to $c(z)e^{-z/(\lambda\mu_j)}dz$. Thick oxide, $c=1$, gives $\int_0^\infty e^{-z/(\lambda\mu_j)}dz=\lambda\mu_j$ with the same instrumental factors, so these cancel in the ratio

$$y_j=\int_0^\infty \frac{e^{-z/(\lambda\mu_j)}}{\lambda\mu_j}\,c(z)\,dz .$$

Divide the depth into $n$ cells of width $h$ with edges $z_k$, constant $c_k$ in each, and no oxide below the last. The integral over a cell is elementary:

$$K_{jk}=e^{-z_k/(\lambda\mu_j)}-e^{-z_{k+1}/(\lambda\mu_j)}>0 .$$

If thick oxide gives $N_0$ counts, known with negligible error from a much longer reference measurement, and the known background is $B$, the measured count is $N_j\approx N_0y_j+B$. Its Poisson variance is estimated by $N_j$, so $y_j=(N_j-B)/N_0$ has standard deviation $\sigma_j=\sqrt{N_j}/N_0$. Set $A_{jk}=K_{jk}/\sigma_j$ and $d_j=y_j/\sigma_j$. For large counts the errors in $d$ are then nearly independent unit normals. At the true profile the misfit $\|Ac-d\|^2$ has mean $m$ and variance $2m$ for $m$ angles, apart from discretisation error.

## The regularised problem

Minimise over $c\ge0$

$$J_\alpha(c)=\rho(c)+\alpha\, r(c),\qquad \rho=\|Ac-d\|^2,\quad r=\|Lc\|^2,$$

with $(Lc)_k=(c_{k+1}-c_k)/\sqrt h$ and $c_{n+1}=0$. Since $r$ approximates $\int c'^2dz$, $\alpha$ is a length. $L$ is upper triangular with diagonal $-1/\sqrt h$, hence invertible. With $M=L^TL$, the matrix $H=A^TA+\alpha M$ is positive definite and the minimiser $c_\alpha$ is unique. It is characterised by the half-gradient $G=Hc-A^Td$:

$$G_k=0\ \text{ if } c_k>0,\qquad G_k\ge0\ \text{ if } c_k=0 .$$

A cell with $c_k>0$ can move both ways, so its slope must vanish; an empty cell can only be filled, which must not lower $J_\alpha$.

## Selecting $\alpha$ from the noise

Take $\alpha_1<\alpha_2$, with minimisers $c_1,c_2$. Each is best for its own $\alpha$:

$$\rho_1+\alpha_1r_1\le\rho_2+\alpha_1r_2,\qquad \rho_2+\alpha_2r_2\le\rho_1+\alpha_2r_1 .$$

Adding them gives $(\alpha_2-\alpha_1)(r_2-r_1)\le0$, so $r_2\le r_1$. The first inequality then gives $\rho_1\le\rho_2+\alpha_1(r_2-r_1)\le\rho_2$: misfit does not fall as $\alpha$ grows.

Suppose $\rho_1=\rho_2$. The first inequality then requires $r_2\ge r_1$, so $r_1=r_2$, and $c_2$ also minimises $J_{\alpha_1}$. By uniqueness $c_1=c_2=c$. The optimality conditions imply $c\cdot G=0$, that is,

$$c^TA^T(Ac-d)+\alpha\,c^TMc=0$$

for both values of $\alpha$. Subtraction gives $c^TMc=0$, so $c=0$. But then $G=-A^Td\ge0$, which is impossible if $A^Td$ has a positive component. Under that condition, met by any positive data, $\rho(\alpha)$ rises strictly.

For the limits, let $c_*$ attain the least nonnegative misfit $\rho_{\min}$. From $J_\alpha(c_\alpha)\le J_\alpha(c_*)$ follows $\rho(\alpha)\le\rho_{\min}+\alpha r(c_*)$, so $\rho\to\rho_{\min}$ as $\alpha\to0$. From $J_\alpha(c_\alpha)\le J_\alpha(0)=\|d\|^2$ follows $r\le\|d\|^2/\alpha$, so $c_\alpha\to0$ and $\rho\to\|d\|^2$ as $\alpha\to\infty$. A unique minimiser that stays bounded varies continuously with $\alpha$. Hence $\rho(\alpha)=T$ has one root if $\rho_{\min}<T<\|d\|^2$, and otherwise none.

I use $T=m+\sqrt{2m}$, the mean plus one standard deviation. At the root, any nonnegative $c'$ with $\rho(c')\le T$ satisfies $T+\alpha r(c_\alpha)\le\rho(c')+\alpha r(c')\le T+\alpha r(c')$, so $r(c_\alpha)\le r(c')$. The output is the smoothest nonnegative profile that fits to within $T$. That is a definite property, but not a promise of least error.

## What the resolution operator says

Let $F$ be the set of cells with $c_k>0$, and let a subscript $F$ restrict to them. There the conditions read $H_Fc_F=A_F^Td$. Change the true profile by a small $g$, so that $d$ changes by $Ag$. If $F$ and $\alpha$ stay fixed, the answer changes by

$$Rg=H_F^{-1}A_F^TA\,g\ \text{ on }F,\qquad 0\text{ elsewhere}.$$

For $g$ supported on $F$, use modes with $A_F^TA_F\varphi_i=s_i^2M_F\varphi_i$ and $\varphi_i^TM_F\varphi_k=\delta_{ik}$. Then $H_F\varphi_i=(s_i^2+\alpha)M_F\varphi_i$, so

$$R\varphi_i=f_i\varphi_i,\qquad f_i=\frac{s_i^2}{s_i^2+\alpha}.$$

Write $g=\sum_i\gamma_i\varphi_i$, so that $\|Lg\|^2=\sum_i\gamma_i^2$. The vectors $A\varphi_i$ are orthogonal with norms $s_i$. The part of $g$ that the inversion drops therefore has the data signature

$$\|A(I-R)g\|^2=\sum_i\Big(\frac{\alpha s_i}{s_i^2+\alpha}\Big)^2\gamma_i^2\le\frac{\alpha}{4}\|Lg\|^2 ,$$

because $s_i^2+\alpha\ge2s_i\sqrt\alpha$.

### The exact null space

If $Ag=0$ then $Rg=0$. The converse holds when $F$ has at least $m$ cells and the angles are distinct. The proof needs one fact: a nonzero sum of $p+1$ exponentials with different rates has at most $p$ real zeros, counted with multiplicity. One exponential has none. For more, multiply by the inverse of one exponential, which keeps the zeros, and differentiate, which removes that term. By Rolle's theorem differentiation loses at most one zero, and induction finishes the argument.

Now let $Rg=0$, so $A_F^Tv=0$ with $v=Ag$. Each component is the integral over a free cell of one fixed combination of $m$ exponentials. If $v\ne0$, that combination has a zero inside each of at least $m$ cells, one more than allowed. So $v=0$.

The same fact shows what null features look like. Let $g\ne0$ have $p<m$ sign changes and $Ag=0$. Some nonzero combination $w(z)$ of $p+1$ kernels vanishes at the $p$ change points, since there are $p$ equations for $p+1$ coefficients. It has no other zeros and these are simple, so $w$ changes sign where $g$ does, and $\int wg\,dz\ne0$. But $Ag=0$ makes this integral zero. Hence **an exactly invisible change alternates in sign at least $m$ times**. Added oxide alone, $g\ge0$, is never exactly invisible.

### Practical invisibility

A feature can change the data strongly and still be undecidable, because another admissible profile produces the same change. For a dip inside the film the natural rival is a nonincreasing profile. Write $c_k=\sum_{l\ge k}q_l$ with $q\ge0$. Then $Lc=-q/\sqrt h$. Keeping a small penalty, here $\alpha=0.001$ nm, makes the matrix positive definite, and the same solver then finds a nearly best such profile. Define the visibility as the square root of its least misfit to noise-free data, in units of $\sigma$. For measured data, claim a dip only if the best nonincreasing misfit exceeds $T$. If the truth is nonincreasing, its own misfit is at least that minimum, so, if the forward model is correct and apart from discretisation error, the false-claim probability does not exceed the chance that the noise misfit exceeds $T$, about 15% for 13 angles. A stricter test uses a larger threshold.

For amounts, use simultaneous bounds. Independent unit normals all lie within $\pm\kappa$ with probability $(2\Phi(\kappa)-1)^m$, where $\Phi$ is the normal distribution function. Setting this to 0.95 gives $\Phi(\kappa)=(1+0.95^{1/m})/2$. Minimise and maximise the oxide amount in a window subject to $c\ge0$ and $|Ac-d|_j\le\kappa$: two linear programs. The bounds are finite because $A_{jk}c_k\le d_j+\kappa$ limits every cell.

## Pseudocode

```
solve(H, b):                  # min c.H.c/2 - b.c, c >= 0
  c = 0; F = empty
  loop:
    w = b - H c
    if no k outside F has w[k] > tol: return c
    add to F the k outside F with largest w[k]
    loop:
      t = solution of H_FF t = b_F, zero elsewhere
      if t > 0 on F: c = t; leave inner loop
      move c toward t until a cell reaches zero
      remove the cells at zero from F

invert(A, d):
  T = m + sqrt(2 m)
  if misfit at tiny alpha >= T: stop, report model or noise
  find log(alpha) with misfit(alpha) = T by bracketing
  c = solve(A'A + alpha M, A'd)
  report c, F, filter factors f_i
  for each proposed dip: best nonincreasing misfit against T
  for each window: two linear programs
```

A newly freed cell $k$ starts in the right direction: $t-c=H_F^{-1}w_F$ on $F$, where only $w_k$ is nonzero, so its component is $(H_F^{-1})_{kk}w_k>0$. Each completed outer pass lowers the objective and ends at the minimiser for its $F$. No set can recur, so in exact arithmetic the method stops.

**Cost.** Forming $A^TA$ takes $O(mn^2)$ operations and each fresh inner solve $O(|F|^3)$. If about $n$ cells enter one by one, a solve costs $O(n^4)$, or $O(n^3)$ with updated Cholesky factors. Root finding repeats this for each trial $\alpha$.

**Stability.** Forming $A^TA$ squares the condition number of $A$. Small $\alpha$ leaves the weak modes poorly conditioned; there, solve by QR on $A$ stacked over $\sqrt\alpha L$. Set `tol` relative to the largest $|b_k|$, so that the stopping test does not depend on the scale of the data.

## Worked example

The simulated film has $\lambda=2.0$ nm, 13 angles from 0 to 60 degrees, $N_0=10^5$, $B=5\times10^4$, and 40 cells of 0.20 nm. The oxide ends near 2.6 nm with an error-function edge of standard width 0.3 nm. A band at 1.3 nm is depleted by up to 40%. Data come from the continuous profile; replacing it by cell averages changes them by 0.33 $\sigma$ in total norm.

At normal emission $y=0.6797$, so $N=67970+50000=117970$ and $\sigma=\sqrt{117970}/10^5=0.0034$. The target is $T=13+\sqrt{26}=18.10$. The misfit at $\alpha=0.001$ nm is 6.92, so a root exists; it is $\alpha=833$ nm. A penalty on $\|c\|^2$ tuned to the same misfit gives roughness 0.288 nm$^{-1}$, against 0.214 nm$^{-1}$ here, as the smoothest-profile property requires.

| Depth (nm) | True | Recovered |
|---|---|---|
| 0.1 | 1.000 | 1.054 |
| 0.7 | 0.998 | 0.960 |
| 1.3 | 0.620 | 0.801 |
| 1.9 | 0.987 | 0.632 |
| 2.5 | 0.628 | 0.477 |
| 3.1 | 0.051 | 0.347 |
| 4.1 | 0.000 | 0.187 |

The recovered profile slopes down through the band without a dip at these depths, and the sharp edge becomes a tail. All 40 cells are free, so at this $\alpha$ positivity does not bind, and smoothed least squares without the constraint would give the same answer. The surface value can exceed 1 because no upper limit was imposed; at this $\alpha$ it does so even for noise-free data.

The filter factors are 1.00, 0.91, 0.039 and 0.00013, then smaller; their sum is 1.95. At this $\alpha$, thirteen angles thus yield about two resolved numbers. The count depends on the smoothing: at one hundredth of this $\alpha$ only 25 cells are free and the sum over them is 2.5. It also depends on the range of $u=1/(\lambda\mu)$, here only 0.5 to 1.0 nm$^{-1}$. Expand about its centre $u_0=0.75$ nm$^{-1}$:

$$e^{-uz}=e^{-u_0z}\sum_k\frac{[-(u-u_0)z]^k}{k!}.$$

At $z=2.6$ nm, $|u-u_0|z\le0.65$, so the terms $k=2,3,4$ are at most 0.21, 0.046 and 0.007 of the leading one. Each further weighted moment of the profile enters more faintly.

### The dip and a visible contrast

The band lowers the cell at 1.3 nm by 0.380, of which the inversion returns 0.053, or 14%. Yet removing the band would change the data by 50 $\sigma$. Nearly all of that change is accounted for by the broad response $Rg$; the dropped part has a signature of 0.65 $\sigma$, below its bound of 11.2 $\sigma$.

The rival profiles settle the matter. The visibility of the dip is at most 0.008 $\sigma$: some nonincreasing profile reproduces the noise-free data almost perfectly. For the noisy data the best nonincreasing misfit is 7.03, well below 18.10. The report must say that the data neither require nor exclude the band.

Now take the same film without the band and remove the oxide from about its top 1.0 nm, leaving a buried layer. With the same $\sigma_j$ this has visibility 12.4 $\sigma$. A nonincreasing profile is a sum of surface films, each giving $q(1-e^{-uz})$, so its signal cannot fall toward grazing emission. Sharp oxide between depths $a$ and $b$ gives $e^{-ua}-e^{-ub}$, with derivative $be^{-ub}-ae^{-ua}$. This is negative when $u>\ln(b/a)/(b-a)$. For $a=1.0$ and $b=2.6$ nm the threshold is 0.60 nm$^{-1}$, reached at about 33 degrees, so the signal falls from there to 60 degrees.

An exact null vector on the first 14 cells, computed in high precision, has 13 sign changes. Scaled to a largest amplitude of 0.705, it can be either added to or subtracted from the true profile while keeping the density nonnegative; the data change only by rounding.

### Amounts

With $\kappa=2.88$:

- whole film: true 2.42 nm, recovered 2.72, bounds 2.06 to 8.87;
- 1.0 to 1.6 nm: true 0.44 nm, recovered 0.48, bounds 0 to 2.01;
- 4.0 to 8.0 nm: true 0.00 nm, recovered 0.23, bounds 0 to 7.15.

Amounts are equivalent thicknesses of full-density oxide. The last upper bound means a mean density of $7.15/4=1.8$ times thick oxide. If denser oxide can be ruled out, adding $c\le1$ removes such profiles. Positivity alone leaves deep oxide poorly limited. The upper bounds also rest on the assumption of no oxide below 8 nm: extending the grid to 12 nm raises the whole-film upper bound from 8.87 to about 39 nm, or from 4.5 to 7.7 nm if $c\le1$ is imposed. The grid depth must therefore come from independent knowledge of the film and be quoted with the bounds.

## Failure modes

**Unreachable target.** In 100 repeated noise draws, 98 could reach 18.10 but only 77 could reach 13. Failure means an unlucky draw, underestimated noise or a wrong model. Lowering $\alpha$ further cannot cure it.

**Oversmoothing.** Over those draws the mean rms error in the top 4 nm was 0.215 at the example's $\alpha$, held fixed, 0.185 at one hundredth of it and 0.317 at one hundred times it. The noise rule did not minimise the error. The noise-free recovered total is 2.75 nm against a true 2.42 nm, a bias of 13% of the true amount.

**A wrong attenuation length.** If the true value is $\lambda'$, substitute $z=(\lambda'/\lambda)x$:

$$\int \frac{e^{-z/(\lambda'\mu)}}{\lambda'\mu}c(z)\,dz=\int\frac{e^{-x/(\lambda\mu)}}{\lambda\mu}\,c(\lambda'x/\lambda)\,dx .$$

The data match a film rescaled by $\lambda/\lambda'$, which is also nonnegative. Before discretisation, a good misfit therefore cannot reveal this error.

**Other model errors.** The following changes of noise-free data are in $\sigma$ (total norm), with the shift of the recovered total at fixed $\alpha$ and $\sigma_j$:

- attenuation length 10% longer: 30.5 $\sigma$, $-0.30$ nm;
- elastic scattering: 34.4 $\sigma$, $+0.47$ nm;
- reference intensity error of 2%: 15.2 $\sigma$, $+0.055$ nm;
- attenuation length 1.6 nm in metal: 6.9 $\sigma$, $-0.01$ nm;
- refraction by a 15 eV inner potential: 1.6 $\sigma$, $+0.03$ nm;
- acceptance of $\pm5$ degrees: 0.5 $\sigma$, $+0.005$ nm.

The elastic estimate assumes isotropic emission and scattering, with a scattering share $\omega=0.15$ of all collisions. At optical depth $\tau$ the escape weight obeys

$$W(\tau)=e^{-\tau/\mu}+\frac\omega2\int_0^\infty E_1(|\tau-\tau'|)W(\tau')\,d\tau' .$$

The first term is direct escape. In the second, $E_1/2$ is the collision density after isotropic emission, $E_1$ being the exponential integral, and a scattered electron starts afresh. The inelastic length stays at 2.0 nm; a calibrated effective length would absorb part of the shift.

## Beside a real Mo oxide film

The parameters are rough values for a few-nanometre Mo oxide on Mo, measured through Mo 3d electrons near 1250 eV. The depleted band is a test shape, not an observed feature. Real films break the straight-line assumption: in this estimate elastic scattering moves the total by 17% of the recovered 2.75 nm. Roughness, carbon contamination and errors in separating overlapping oxide and metal peaks are not sized here. Before quoting a thickness, calibrate the attenuation length and include such errors in the data covariance; the 95% bounds above cover the counting noise of the sample alone. The numerical output lists the remaining values.

## Numbers as computed

```
attenuation length 2.0 nm; electron energy 1250 eV
angles: 13, from 0 to 60 deg
reference 100000, background 50000 counts
cells: 40 of 0.20 nm; cell-averaging error 0.331 sigma
angle 0 deg: clean 0.6779, measured 0.6797, noise 0.0034 (of reference)
angle 30 deg: clean 0.7252, measured 0.7261, noise 0.0035 (of reference)
angle 60 deg: clean 0.8732, measured 0.8729, noise 0.0037 (of reference)
least misfit (alpha = 0.001 nm) 6.92
target misfit 18.10; chosen alpha 833.2 nm
roughness |Lc|^2: chosen 0.2143, ridge 0.2883 1/nm
free cells 40 of 40
depth 0.1 nm: true 1.000, recovered 1.054
depth 0.7 nm: true 0.998, recovered 0.960
depth 1.3 nm: true 0.620, recovered 0.801
depth 1.9 nm: true 0.987, recovered 0.632
depth 2.5 nm: true 0.628, recovered 0.477
depth 3.1 nm: true 0.051, recovered 0.347
depth 4.1 nm: true 0.000, recovered 0.187
depth 6.1 nm: true 0.000, recovered 0.032
filter factors of modes 1-6: 1 0.909 0.039 0.000127 2.45e-07 2.63e-10
effective number of resolved modes (trace) 1.95
dip at 1.3 nm: true change -0.380, seen change -0.053
dip: whole data change 49.64 sigma
dip: unseen part 0.649, bound 11.161 sigma
visibility against monotone profiles: dip 0.008 sigma
visibility: no dip 0.002, cap 12.39 sigma
best monotone misfit to noisy data 7.03
exact null vector: 13 sign changes, largest admissible 0.705
exact null vector: data change 5.7e-14 sigma
bound half-width kappa 2.883 sigma
oxide in 0.0-8.0 nm: true 2.423, recovered 2.724, bounds 2.057 to 8.869 nm
oxide in 0.0-1.0 nm: true 0.992, recovered 0.993, bounds 0.212 to 2.120 nm
oxide in 1.0-1.6 nm: true 0.439, recovered 0.481, bounds 0.000 to 2.010 nm
oxide in 4.0-8.0 nm: true 0.000, recovered 0.229, bounds 0.000 to 7.148 nm
100 draws: mean misfit of truth 13.63
draws reaching misfit 13: 77; reaching 18.10: 98
draws whose bounds hold the true total: 100
mean rms error above 4 nm depth, alpha x 0.01, 1, 100: 0.185 0.215 0.317
noise-free recovered total 2.749 nm
attenuation length +10%: data 30.50 sigma, total -0.296 nm
elastic scattering, albedo 0.15: data 34.44 sigma, total +0.474 nm
acceptance +-5 deg: data 0.53 sigma, total +0.005 nm
metal attenuation length 1.6 nm: data 6.91 sigma, total -0.010 nm
refraction, inner potential 15 eV: data 1.57 sigma, total +0.034 nm
reference intensity error 2%: data 15.24 sigma, total +0.055 nm
```
